\section*{Two Opposed Schottky Diodes in Series: Current Law and Saturation Limits}

A semiconductor film between two metal electrodes has a rectifying contact on each face, and the two contacts point in opposite directions. If the current through such a stack is estimated, in each polarity, from the law of the forward-biased contact alone, a bias of 1 V at room temperature multiplies the saturation current by about \(e^{1/0.02585}=e^{38.7}\), more than \(10^{16}\). The estimate fails because the same current must also pass the other contact, which is then reverse biased. In a crossbar memory the error is serious twice over: it promises a programming current that the stack cannot deliver, and a steep nonlinearity in both polarities, which would isolate unselected cells but does not exist as long as the barriers are fixed and are crossed by thermionic emission alone.

Let the film be n-type and uniform, and let \(V\) be the voltage of metal 1 minus that of metal 2. The current \(I\) is positive when conventional current flows from metal 1 through the film to metal 2; electrons then move from 2 to 1. The elementary charge is \(q>0\), and \(V_T=k_BT/q\). The barrier \(\phi_i\) is the energy from the Fermi level of metal \(i\) to the top of the conduction-band barrier at that contact. For the ideal law the barriers do not depend on bias, electrons cross them by thermionic emission only, \(\phi_i\gg k_BT\), and hole current, tunnelling and breakdown are absent. A neutral region separates the two depletion layers, and the electron quasi-Fermi level is flat throughout the film, so that all the applied voltage appears as steps of the Fermi level at the two contacts.

The saturation current follows from counting the electrons that leave a metal over its barrier. Take a conduction-band valley with mass \(m_x\) along the contact normal and \(m_y,m_z\) across it. With two spin states, velocity \(v_x=\hbar k_x/m_x\) and Boltzmann occupation, the one-way current density is
\begin{equation}
J=\frac{2q}{(2\pi)^3}\,e^{-\phi/k_BT}\int_{k_x>0}v_x\,
\exp\!\left[-\frac{\hbar^2}{2k_BT}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right)\right]d^3k .
\end{equation}
Since \(v_x\,dk_x=dE_x/\hbar\) with \(E_x=\hbar^2k_x^2/2m_x\), the integral over \(k_x\) is \(k_BT/\hbar\), and \(m_x\) drops out. Each transverse integral is Gaussian and gives \(\sqrt{2\pi m_{y,z}k_BT}/\hbar\). The product is
\begin{equation}
J=\frac{q\sqrt{m_ym_z}\,(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/k_BT}
=\frac{4\pi q k_B^2}{h^3}\sqrt{m_ym_z}\;T^2e^{-\phi/k_BT}.
\end{equation}
Silicon has six valleys, with longitudinal mass \(m_l\) and transverse mass \(m_t\) in units of the free-electron mass \(m_0\). For a (100) contact two valleys have their long axis along the normal and contribute \(m_t\) each; the other four contribute \(\sqrt{m_lm_t}\) each. Hence
\begin{equation}
J_s=A^*T^2e^{-\phi/k_BT},\qquad
\frac{A^*}{A}=2m_t+4\sqrt{m_lm_t},\qquad A=\frac{4\pi qm_0k_B^2}{h^3}.
\end{equation}

At zero bias an equal flux returns from the film to the metal, by detailed balance. Now make the metal positive by \(u\) relative to the film. The barrier seen from the metal is unchanged, so the flux out of the metal stays the same. The film's Fermi level lies higher than the metal's by \(qu\), so the Boltzmann population that reaches the barrier top from the film is multiplied by \(e^{u/V_T}\). Electrons entering the metal are conventional current entering the film, and the net current from metal to film is therefore \(I_s(e^{u/V_T}-1)\), where \(I_s\) is \(J_s\) times the contact area.

Let \(V_1\) be the voltage of metal 1 minus that of the film, and \(V_2\) that of the film minus metal 2, so that \(V=V_1+V_2\). At contact 1, \(u=V_1\) and the current into the film is \(I\). At contact 2, \(u=-V_2\) and the current into the film is \(-I\). In the steady state no charge accumulates between them, so
\begin{equation}
I=I_1\left(e^{V_1/V_T}-1\right)=I_2\left(1-e^{-V_2/V_T}\right),
\label{series}
\end{equation}
where \(I_1\) and \(I_2\) are positive saturation currents. The limits can already be read off: an exponential of a finite voltage is positive, so the first form requires \(I>-I_1\) and the second \(I<I_2\).

To remove the unknown film voltage, write \eqref{series} as
\begin{equation}
e^{V_1/V_T}=1+\frac{I}{I_1},\qquad e^{-V_2/V_T}=1-\frac{I}{I_2}.
\label{exps}
\end{equation}
Dividing the first by the second adds the voltages in the exponent. With \(v=V/V_T\),
\begin{equation}
e^{v}=\frac{1+I/I_1}{1-I/I_2}
\quad\Longrightarrow\quad
e^v-1=I\left(\frac1{I_1}+\frac{e^v}{I_2}\right),
\end{equation}
and multiplication by \(I_1I_2\) gives the law of the opposed pair,
\begin{equation}
I=\frac{I_1I_2\,(e^v-1)}{I_2+I_1e^v}.
\label{law}
\end{equation}

The distance from each limit follows by subtraction over the common denominator:
\begin{equation}
I_2-I=\frac{I_2(I_1+I_2)}{I_2+I_1e^v},\qquad
I+I_1=\frac{I_1(I_1+I_2)e^v}{I_2+I_1e^v}.
\end{equation}
Both are positive. The first vanishes as \(v\to+\infty\), the second as \(v\to-\infty\), so the current tends to \(I_2\) for large positive bias and to \(-I_1\) for large negative bias. In each polarity the limit belongs to the contact that is reverse biased. That contact can draw electrons from its metal only at the fixed rate of emission over its barrier; reverse bias suppresses the opposing flux from the film, and once that flux is gone nothing is left to suppress. The forward contact could pass far more, but it receives only what the other contact supplies.

The division of voltage shows the same thing. Inserting \eqref{law} in \eqref{exps},
\begin{equation}
e^{V_1/V_T}=\frac{(I_1+I_2)e^v}{I_2+I_1e^v}
\;\longrightarrow\;1+\frac{I_2}{I_1}\qquad(v\to+\infty).
\end{equation}
The forward contact takes at most \(V_T\ln(1+I_2/I_1)\), and all further voltage falls across the reverse contact, where it has no effect on the ideal current. A series resistance \(R\) changes the sum to \(V=V_1+V_2+IR\), but \eqref{series} still confines \(I\) between \(-I_1\) and \(I_2\). The drop \(IR\) is then bounded, the remainder \(V-IR\) still grows without limit, and the same saturation values are reached at a larger bias.

Differentiating \eqref{law} gives
\begin{equation}
\frac{dI}{dv}=\frac{I_1I_2(I_1+I_2)e^v}{(I_2+I_1e^v)^2}>0,\qquad
\left.\frac{dI}{dV}\right|_{0}=\frac{1}{V_T}\,\frac{I_1I_2}{I_1+I_2}.
\end{equation}
At small bias the contacts act as two resistances \(V_T/I_1\) and \(V_T/I_2\) in series. In another limit, where \(I_2\gg I_1e^v\) and \(I_2\gg I_1\), the law reduces to \(I_1(e^v-1)\): contact 2 is then nearly ohmic and a single diode remains, but only until \(I_1e^v\) becomes comparable with \(I_2\).

The shape of the whole curve is clearest with \(w=v-\ln(I_2/I_1)\), for which \(I_1e^v=I_2e^w\). Then
\begin{equation}
I=\frac{I_2e^w-I_1}{1+e^w}
=\frac{I_2-I_1}{2}+\frac{I_1+I_2}{2}\tanh\frac w2 ,
\label{tanh}
\end{equation}
because \(e^w/(1+e^w)=\tfrac12(1+\tanh\tfrac w2)\) and \(1/(1+e^w)=\tfrac12(1-\tanh\tfrac w2)\). The curve is a hyperbolic tangent whose centre is displaced so that it passes through the origin. For equal contacts it becomes \(I=I_s\tanh(V/2V_T)\).

A crossbar selector needs more than a bounded current. In the half-bias scheme the selected cell receives \(V\), while other cells on the same lines receive \(V/2\). Neglect the voltage across the memory element, and define \(S=I(V)/I(V/2)\), which is 2 for a resistor. With \(r=I_2/I_1\) and \(y=e^{v/2}\), the law reads \(I=I_2(y^2-1)/(r+y^2)\) at full bias and \(I=I_2(y-1)/(r+y)\) at half bias. Since \(y^2-1=(y-1)(y+1)\),
\begin{equation}
S=\frac{(y+1)(r+y)}{r+y^2}=1+\frac{(r+1)\,y}{r+y^2}.
\label{S}
\end{equation}
The second form holds because the product in the numerator is \(r+y^2+(r+1)y\). The condition \(S>2\) is \((r+1)y>r+y^2\), or \((y-1)(y-r)<0\). For equal contacts this is never met, so \(S<2\) at every nonzero bias. For \(r>1\) it is met only for \(1<y<r\), that is for \(0<V<2V_T\ln r\). To find the largest value, write \(y/(r+y^2)=1/(y+r/y)\); the sum \(y+r/y\) is smallest at \(y=\sqrt r\), where
\begin{equation}
S_{\max}=1+\frac{r+1}{2\sqrt r},\qquad V=V_T\ln r .
\end{equation}
In the negative polarity \(y<1\) and \(S<2\). If \(r<1\), the polarities exchange roles. The ideal pair is thus less selective than a resistor in at least one polarity, and in both once the bias is large, where \(S\to1\). On a line with \(N-1\) half-selected cells of the same kind, these carry \((N-1)/S\) times the selected current in total. Saturation limits the current but does not isolate the cells.

For numbers, take a (100) n-silicon film 1000 nm thick with \(10^{16}\) donors per cm\(^3\), at 300 K, with \(\phi_1=0.70\) eV and \(\phi_2=0.65\) eV. These barriers are rough values typical of silicide contacts. Both contacts have the same area, so current densities \(J\) replace currents. With \(m_l=0.916\) and \(m_t=0.19\), \(A^*/A=0.38+4\sqrt{0.174}=2.049\) and \(A^*=246.2\) A/(cm\(^2\) K\(^2\)). Then
\begin{equation}
J_2=246.2\times300^2\times e^{-0.65/0.025852}=2.67\times10^{-4}\ \mathrm{A/cm^2},
\end{equation}
and likewise \(J_1=3.86\times10^{-5}\) A/cm\(^2\). Direct integration of the Fermi--Dirac flux over wave vector gives \(2.668\times10^{-4}\) A/cm\(^2\) for \(J_2\), against \(2.667\times10^{-4}\) from the formula.

The ratio is \(r=6.92\), and \(V_T\ln r=50\) mV is simply the barrier difference. At this bias the tanh in \eqref{tanh} is zero and the current is half the difference of the saturation values, \(1.14\times10^{-4}\) A/cm\(^2\). At \(+0.1\) V the current is \(2.28\times10^{-4}\) A/cm\(^2\), still 14\% below \(J_2\); at \(+0.5\) and \(+1\) V it is \(2.67\times10^{-4}\) A/cm\(^2\). Of the applied 1 V, contact 1 takes \(25.85\ln7.92=53.5\) mV and contact 2 the other 946.5 mV. At \(-1\) V the current is \(-3.86\times10^{-5}\) A/cm\(^2\), and the forward contact, now contact 2, takes 3.5 mV. The largest half-bias ratio is \(1+7.92/(2\sqrt{6.92})=2.5\), reached at 50 mV; at \(\pm1\) V it is 1 to six decimals. The numerical output gives the intermediate biases.

The weakest assumption is that of a fixed barrier. An electron at distance \(x\) from the metal is attracted by its image charge, and in a field of magnitude \(F\) its energy near the contact is \(\phi-qFx-q^2/(16\pi\varepsilon x)\), with \(\varepsilon\) the film's permittivity. The maximum lies where \(qF=q^2/(16\pi\varepsilon x^2)\). There the two subtracted terms are equal, and the barrier is lowered by
\begin{equation}
\Delta\phi=2qF\sqrt{\frac{q}{16\pi\varepsilon F}}=q\sqrt{\frac{qF}{4\pi\varepsilon}} .
\end{equation}
The field comes from the donor charge of density \(qN_D\) in a depletion layer of width \(W\). Integrating Poisson's equation from the neutral edge gives \(F=qN_DW/\varepsilon\) at the contact and a total potential drop \(qN_DW^2/2\varepsilon\). This drop equals \((\phi-\phi_n)/q+V_r\), where \(\phi_n=0.205\) eV is the height of the neutral band edge above the Fermi level and \(V_r\) the reverse bias. At \(+1\) V, contact 2 has \(W=424\) nm and \(F=0.066\) MV/cm.

The lowering at contact 2 is 21.3 meV at zero bias and 28.4 meV at \(+1\) V, which raises the emission by factors 2.3 and 3.0. Tunnelling just below the barrier top, estimated in the WKB approximation with the valley masses, adds factors of about 1.2 and 1.3. The estimate is crude near the top, where the WKB transmission is least reliable. It also leaves out the quantum reflection of electrons with energies above the barrier top, which can reduce the current by a factor of two or more because the potential drops from the barrier top into the metal over a distance shorter than the electron wavelength, and the electron velocity changes abruptly there. The absolute currents that follow are therefore rough and probably too high, and their excess over the ideal limit may largely disappear. With lowering and tunnelling in both contacts, the estimated current at \(+1\) V is \(1.06\times10^{-3}\) A/cm\(^2\), four times the ideal limit. Much of this is already present at zero bias and could be absorbed in an effective barrier. What cannot be absorbed is the growth with bias: from 0.5 to 1 V the estimated current rises by 18\% in the positive polarity and 17\% in the negative, where barrier lowering alone would give about 12\% and 11\%. The tunnelling share of this growth inherits the weakness of the WKB estimate; with quantum reflection included the growth is a few percentage points smaller, by an amount that depends on how the metal is modelled. The reverse contact no longer has a strict saturation current, and the ideal limits are no longer guaranteed bounds. At this doping the half-bias ratio of about 1.2 nevertheless remains far below 2. At much heavier doping, near \(10^{18}\) cm\(^{-3}\), tunnelling can make the reverse current steep enough for the ratio to exceed 2.

Emission over the barrier also assumes that the film carries electrons away fast enough. Let \(n_0\) be the equilibrium density at the barrier top, \(n\) the actual one, \(v_R=A^*T^2/(qN_c)\) the emission velocity, with \(N_c\) the effective density of states, and \(v_d\) the drift velocity. Under strong reverse bias \(v_R(n_0-n)=v_dn\), so the current is multiplied by \(v_d/(v_d+v_R)\). With \(v_R=5.1\times10^6\) cm/s and a rough saturated drift velocity of \(10^7\) cm/s the factor would be 0.66. This is a pessimistic figure: the potential falls by \(k_BT/q\) within about 5 nm of the barrier top, much less than a mean free path of some tens of nanometres, so velocity saturation is not established there. With \(v_d\) taken from the low-field mobility and the contact field, the factor is about 0.9.

The other corrections considered here are smaller at 300 K and 1 V. An isotropic density-of-states mass would give 0.94 of the (100) emission constant, and a (111) face 1.05 times it. The donor density is \(4\times10^{-4}\) of \(N_c\), so Boltzmann statistics suffice. With a rough mobility of 1200 cm\(^2\)/Vs the ohmic drop across the film is about \(10^{-8}\) V. For an assumed carrier lifetime of 1 µs, rough estimates of the hole and generation currents lie below \(10^{-7}\) A/cm\(^2\); a shorter lifetime raises the generation current in inverse proportion. Also, the peak field is well below a rough breakdown field of 0.4 MV/cm. Temperature matters much more: at 358 K, with the barriers held fixed, \(J_1\) and \(J_2\) are larger by factors of 114 and 84. The neutral region sets a voltage limit. At \(+1\) V the depletion widths add to \(239+424=663\) nm, but at \(+4.1\) V they would fill the film. The derivation ends somewhat earlier, once the neutral region is no longer wide compared with the Debye length of 41 nm.

Set beside a real crossbar, this example is a micrometre-scale diode pair. At this doping a film only some tens of nanometres thick would be fully depleted, so the assumption of a neutral region fails; how far that moves the current is not computed here. The current scale is also remote from the application. A rough programming demand of 1 MA/cm\(^2\) exceeds \(J_2\) by a factor of \(4\times10^9\), which even a fourfold increase from lowering and tunnelling would not bridge. Solving \(A^*T^2e^{-\phi/k_BT}=1\) MA/cm\(^2\) gives \(\phi=0.08\) eV. This is less than \(\phi_n\), so at the chosen doping the contact would have no depletion layer at zero bias, and the model that produced the number would not apply to it. Within thermionic emission over fixed barriers, then, this film offers neither the current nor the half-bias ratio that a selector needs. Strongly unequal barriers can give a large half-bias ratio, but only in one polarity. A metal--semiconductor--metal selector that is to beat a resistor in both polarities must rely on transport which the ideal law leaves out, such as a reverse current that rises steeply with field.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K
thermal voltage VT: 25.85 mV
barrier 1: 0.7 eV
barrier 2: 0.65 eV
donor density: 1e+16 cm^-3
film thickness: 1000 nm
inputs: eps_r 11.7, ml 0.916, mt 0.19 (electron masses)
A*/A for (100): 2.049
A* for (100): 246.2 A/(cm^2 K^2)
J1 saturation: 3.855e-05 A/cm^2
J2 saturation: 0.0002667 A/cm^2
J2 from flux integral: 0.0002668 A/cm^2
ratio r = J2/J1: 6.918
zero-bias conductance: 0.001303 S/cm^2
V (V) | J (A/cm^2) | V1 (mV) | V2 (mV)
-1.00 | -3.8552e-05 | -996.51 | -3.49
-0.50 | -3.8552e-05 | -496.51 | -3.49
-0.10 | -3.7633e-05 | -96.59 | -3.41
-0.05 | -3.2304e-05 | -47.04 | -2.96
 0.05 | 1.1407e-04 | 35.57 | 14.43
 0.10 | 2.2814e-04 | 50.00 | 50.00
 0.50 | 2.6669e-04 | 53.49 | 446.51
 1.00 | 2.6669e-04 | 53.49 | 946.51
limit of forward voltage V1: 53.49 mV
largest half-bias ratio: 2.505
reached at V: 50 mV
ideal half-bias ratio at +1 V: 1.000000
ideal half-bias ratio at -1 V: 1.000000
band edge above Fermi level: 0.2046 eV
depletion widths at +1 V: 239.0, 424.3 nm
punch-through voltage: 4.09 V
peak field at +1 V: 0.0656 MV/cm (rough breakdown 0.4)
lowering at contact 2, 0 V and +1 V: 21.3, 28.4 meV
current factor from lowering, 0 V and +1 V: 2.28, 3.00
extra WKB tunnelling factor, 0 V and +1 V: 1.20, 1.33
leaky J at +0.5, +1 V: 9.014e-04, 1.063e-03 A/cm^2
leaky J at -0.5, -1 V: -1.355e-04, -1.583e-04 A/cm^2
leaky half-bias ratio at +1, -1 V: 1.179, 1.168
A* ratio (111)/(100): 1.048
A* ratio isotropic mass/(100): 0.94
degeneracy measure donors/Nc: 3.65e-04
emission velocity: 5.05e+06 cm/s
diffusion factor, rough drift 1e7 cm/s: 0.66
series drop, full film, mobility 1200 cm2/Vs: 1.4e-08 V
rough hole, generation J: 4.5e-09, 6.8e-08 A/cm^2
J1, J2 at 358 K: 4.413e-03, 2.232e-02 A/cm^2
growth of J1, J2 from 300 K: 114.5, 83.7
rough cell demand: 1 MA/cm^2
cell demand / J2: 3.75e+09
barrier that would supply it: 0.080 eV
\end{verbatim}
